# Why the squared index of hBN is not its capacitor permittivity

Light crossing a film of hexagonal boron nitride (hBN) at normal incidence has an index $n$ with $n^2=\varepsilon_x(\omega)$, the in-plane permittivity at the optical frequency. A wide capacitor whose plates lie parallel to the layers has capacitance per area

$$\frac{C}{A}=\frac{\varepsilon_0\,\varepsilon_z(0)}{d},$$

with the static permittivity normal to the layers. The two quantities differ in direction and in frequency. For the hBN-like film treated below, $n^2=4.73$ while $\varepsilon_z(0)=3.38$, so putting $n^2$ into the capacitor formula overestimates the capacitance by 40% of its correct value.

Here $z$ is the layer normal, $x$ and $y$ lie in the layers, $d$ is the film thickness, and all permittivities $\varepsilon$ are relative to $\varepsilon_0$. The film is treated as a linear, nonmagnetic, lossless continuum with a local response.

## The counter-example

The film is 10 nm thick. The upper plate is a square of side 10 µm; the film and the lower plate extend beyond it. The index is taken at 633 nm, a photon energy of 1.959 eV, and the capacitance at 10 kHz. The material parameters are round model inputs. The electronic permittivities and lattice energies are roughly typical of hBN; the 10 eV resonance is an effective value standing in for a whole electronic spectrum:

| | in-plane | normal |
|---|---|---|
| electronic permittivity $\varepsilon_\infty$ | 4.6 | 3.0 |
| electronic resonance | 10 eV | 10 eV |
| transverse lattice energy (TO) | 170 meV | 97 meV |
| longitudinal lattice energy (LO) | 200 meV | 103 meV |

The electronic permittivity $\varepsilon_\infty$ is the value with the ions held fixed and the frequency far below the electronic resonance. To obtain the optical and static permittivities we need to know how electrons and ions follow a field.

### Response of an oscillator

Let a charge $q$ of mass $M$, bound with resonance frequency $\omega_0$, be driven by a field $E\cos\omega t$:

$$M\ddot u=-M\omega_0^2u+qE\cos\omega t.$$

For the forced motion put $u=U\cos\omega t$. Then $\ddot u=-\omega^2U\cos\omega t$, and cancelling the cosine gives

$$-M\omega^2U=-M\omega_0^2U+qE
\quad\Rightarrow\quad
U=\frac{qE}{M(\omega_0^2-\omega^2)}.$$

The static displacement is $U_0=qE/(M\omega_0^2)$. Hence

$$\frac{U}{U_0}=\frac{1}{1-\omega^2/\omega_0^2}.$$

Far below resonance this ratio tends to 1. Far above, it tends to $-\omega_0^2/\omega^2$: the displacement is small and opposite to the force.

Polarization is proportional to displacement. With one electronic and one lattice oscillator for each axis, the model permittivity is therefore

$$\varepsilon(\omega)=1+\frac{\varepsilon_\infty-1}{1-\omega^2/\omega_e^2}+\frac{S}{1-\omega^2/\omega_{TO}^2}.$$

Here $\omega_e$ is the electronic resonance and $S$ is the static lattice contribution. The field $E$ is the macroscopic field inside the film; the effect of neighbouring dipoles is absorbed in the resonance frequencies and strengths.

### Finding the lattice contribution

The LO frequency fixes $S$. In a longitudinal wave along a principal axis, $\mathbf D$ is parallel to the wavevector $\mathbf k$. Without free charge, $\mathbf k\cdot\mathbf D=0$, so $\mathbf D=0$. Since $\mathbf E$ is not zero, $\varepsilon(\omega_{LO})=0$.

At lattice frequencies the electrons respond almost statically: the relative correction to their response is at most about $(0.2/10)^2=0.0004$. Neglecting it, the condition is

$$0=\varepsilon_\infty+\frac{S\,\omega_{TO}^2}{\omega_{TO}^2-\omega_{LO}^2}.$$

Multiplication by $\omega_{TO}^2-\omega_{LO}^2$ and solution for $S$ give

$$S=\varepsilon_\infty\left(\frac{\omega_{LO}^2}{\omega_{TO}^2}-1\right).$$

At $\omega=0$ the permittivity is $\varepsilon_\infty+S$, so

$$\varepsilon(0)=\varepsilon_\infty\frac{\omega_{LO}^2}{\omega_{TO}^2}.$$

This is the Lyddane–Sachs–Teller relation for one lattice mode on the chosen axis.

### The four permittivities

The static values follow at once:

$$\varepsilon_x(0)=4.6\left(\frac{200}{170}\right)^2=6.37,$$

$$\varepsilon_z(0)=3.0\left(\frac{103}{97}\right)^2=3.38.$$

The lattice contributions are $S_x=6.367-4.6=1.767$ and $S_z=3.383-3.0=0.383$.

At 1.959 eV the ions respond with $-0.0076$ of their static amplitude in the plane and $-0.0025$ along the normal. The electronic amplitude is enhanced by $1/(1-0.1959^2)=1.040$. Thus

$$\varepsilon_x(\omega)=1+\frac{3.6}{1-0.1959^2}-1.767(0.0076)=4.73,$$

$$\varepsilon_z(\omega)=1+\frac{2.0}{1-0.1959^2}-0.383(0.0025)=3.08.$$

The index at normal incidence is $n=\sqrt{4.73}=2.175$. The correct capacitance per area is

$$\frac CA=\frac{(8.854\times10^{-12}\ \mathrm{F/m})(3.383)}{10^{-8}\ \mathrm m}
=2.995\times10^{-3}\ \mathrm{F/m^2},$$

or 0.300 µF/cm². Substituting $n^2$ gives 0.419 µF/cm². The ratio is $4.730/3.383=1.398$, which is the stated 40% excess.

The error also enters a thickness measurement. If the true capacitance is known and $n^2$ is used to infer the thickness, the result is

$$d_{\rm false}=\frac{\varepsilon_0n^2}{C/A}=d\,\frac{n^2}{\varepsilon_z(0)}
=10\ \mathrm{nm}\times1.398=14.0\ \mathrm{nm}.$$

### Two errors of opposite sign

The four values separate the effect of direction from that of frequency:

| | optical | static |
|---|---|---|
| in-plane | 4.73 | 6.37 |
| normal | 3.08 | 3.38 |

Starting from $n^2=4.73$, a correction for frequency alone leads to 6.37, which is farther from the capacitor value than the starting point. Adding the missing ionic response is therefore not a cure. The subsequent change of direction lowers the permittivity by 2.98 and reaches 3.38.

In the other order, changing direction first lowers 4.73 to 3.08, and restoring the static response raises it by 0.30. The size assigned to each correction depends on the order, mainly because the lattice contribution itself depends on direction. The total change, $-1.35$, does not.

## The general statement

For a film with a threefold rotation axis along $z$, under the continuum assumptions above:

1. Every wave travelling along $z$ has $n^2=\varepsilon_x(\omega)$, whatever the nonzero value of $\varepsilon_z(\omega)$.
2. A capacitor much wider than $d$, with plates normal to $z$, has $C/A=\varepsilon_0\varepsilon_z(0)/d$, whatever the value of $\varepsilon_x(0)$, apart from edge effects.
3. Consequently, $n$ at normal incidence does not determine $C/A$, even when $d$ is known.

### Form of the permittivity

A lossless, nonmagnetic medium without optical activity has a real symmetric permittivity tensor here. A rotation by 120° about $z$ must leave it unchanged.

The components $(\varepsilon_{xz},\varepsilon_{yz})$ transform as an in-plane vector. A nonzero vector changes direction under a 120° rotation, so both components vanish. The remaining in-plane block is a symmetric two-by-two matrix. If its eigenvalues differed, it would have two distinct principal axes, and a 120° rotation would not map these axes onto themselves. The eigenvalues must therefore be equal. The tensor is diagonal, with entries $(\varepsilon_x,\varepsilon_x,\varepsilon_z)$.

Symmetry does not equate the last entry to the first two. Quantum mechanics shows what distinguishes them. For one finite polarizable unit in a static field $E$ along axis $j$, the perturbation for electrons of charge $-e$ is $eER_j$, where $R_j$ is the sum of their coordinates. If the unit has no permanent dipole, second-order perturbation theory gives the energy change

$$\Delta W=-e^2E^2\sum_{m\ne0}\frac{|\langle m|R_j|0\rangle|^2}{W_m-W_0}.$$

An induced dipole has $\Delta W=-\tfrac12\alpha_jE^2$, so comparison gives

$$\alpha_j=2e^2\sum_{m\ne0}\frac{|\langle m|R_j|0\rangle|^2}{W_m-W_0}.$$

The matrix elements for $R_x$ and $R_z$ are different quantities. This formula explains why the electronic response may depend on direction; it does not by itself calculate the permittivity of the crystal. In the example, the values 4.6 and 3.0 are inputs.

### Proof for light

Take fields proportional to $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$. Faraday's law and Ampère's law without free current become

$$\mathbf k\times\mathbf E=\omega\mu_0\mathbf H,\qquad
\mathbf k\times\mathbf H=-\omega\mathbf D.$$

Take the cross product of $\mathbf k$ with the first equation and insert the second:

$$\mathbf k\times(\mathbf k\times\mathbf E)=-\omega^2\mu_0\mathbf D
=-\frac{\omega^2}{c^2}\varepsilon\mathbf E,$$

where $\mathbf D=\varepsilon_0\varepsilon\mathbf E$ and $\mu_0\varepsilon_0=1/c^2$. Write $\mathbf k=(n\omega/c)\mathbf s$, with $\mathbf s$ a unit vector. The identity

$$\mathbf s\times(\mathbf s\times\mathbf E)=\mathbf s(\mathbf s\cdot\mathbf E)-\mathbf E$$

then gives, after division by $-\omega^2/c^2$,

$$n^2[\mathbf E-\mathbf s(\mathbf s\cdot\mathbf E)]=\varepsilon\mathbf E.$$

For $\mathbf s$ along $z$, the three components are

$$n^2E_x=\varepsilon_xE_x,\qquad n^2E_y=\varepsilon_xE_y,\qquad 0=\varepsilon_zE_z.$$

Thus $E_z=0$ and $n^2=\varepsilon_x(\omega)$ for both polarizations. Waves reflected inside the film travel along $-z$ and obey the same equations. Multiple reflections therefore do not bring in $\varepsilon_z$.

### Proof for the capacitor

At 10 kHz the film follows its static response. Away from the edges of wide plates, the fields depend on $z$ alone. The plates are equipotentials, so the tangential field vanishes at them. From $\nabla\times\mathbf E=0$, $dE_x/dz=dE_y/dz=0$, and both components vanish throughout the film.

Without free charge in the film, $dD_z/dz=0$. Let $D$ be the uniform magnitude of $D_z$; it equals the free charge per area on a plate. The magnitude of the field is $D/[\varepsilon_0\varepsilon_z(0)]$, and the voltage is

$$V=\int_0^d\frac{D}{\varepsilon_0\varepsilon_z(0)}\,dz
=\frac{Dd}{\varepsilon_0\varepsilon_z(0)}.$$

Division of the charge per area by $V$ gives the capacitance law.

A two-dimensional numerical solution of the field equation tests the role of each component. With $\varepsilon_z=3.383$, the half-width of the plate, measured from its plane of symmetry, was raised from $4d$ to $6d$. The added capacitance per added width agreed with $\varepsilon_0\varepsilon_z/d$ to within one part in $10^4$, both for $\varepsilon_x=6.367$ and for $\varepsilon_x=2$.

### No conversion from the index alone

To prove the third statement, keep $\varepsilon_x(\omega)$ fixed and change the normal lattice mode. The index is unchanged by the first result, but $\varepsilon_z(0)$ and the capacitance change by the second. One value of $n$ is then compatible with different capacitances, so no function of $n$ alone can supply $C/A$.

Equality can still occur by accident. In the model it requires

$$n^2=\varepsilon_{z,\infty}\left(\frac{\omega_{LO,z}}{\omega_{TO,z}}\right)^2.$$

With the electronic values held fixed, the required ratio is $\sqrt{4.730/3.0}=1.256$, whereas the example has $103/97=1.062$. A material with the larger ratio would make the shortcut give the right number, although the two measurements would still probe different responses.

## Limits and a second optical case

In an isotropic nonpolar dielectric, direction does not matter and $S=0$. Then $n^2$ approaches the static permittivity as the optical frequency falls far below the electronic resonance. At a finite frequency below that resonance, the model gives an $n^2$ above the static value, by an amount that grows as the resonance is approached.

In an isotropic polar dielectric, the missing ionic response usually has to be considered as well. The static permittivity exceeds $n^2$ when $S$ outweighs the electronic enhancement at the optical frequency. The hBN-like example has the reverse order, $n^2>\varepsilon_z(0)$, because the difference between directions outweighs the normal lattice contribution.

Light travelling obliquely can reveal $\varepsilon_z(\omega)$. Let $\theta$ be the angle between $\mathbf s$ and $z$ inside the film, and let $\mathbf E$ lie in the $xz$ plane. With $\mathbf s=(\sin\theta,0,\cos\theta)$, the wave equation becomes

$$(n^2\cos^2\theta-\varepsilon_x)E_x-n^2\sin\theta\cos\theta\,E_z=0,$$

$$-n^2\sin\theta\cos\theta\,E_x+(n^2\sin^2\theta-\varepsilon_z)E_z=0.$$

A nonzero field requires a zero determinant:

$$(n^2\cos^2\theta-\varepsilon_x)(n^2\sin^2\theta-\varepsilon_z)
-n^4\sin^2\theta\cos^2\theta=0.$$

The terms in $n^4$ cancel, leaving

$$\varepsilon_x\varepsilon_z=n^2(\varepsilon_z\cos^2\theta+\varepsilon_x\sin^2\theta).$$

Division by $n^2\varepsilon_x\varepsilon_z$ yields

$$\frac1{n^2}=\frac{\cos^2\theta}{\varepsilon_x(\omega)}+\frac{\sin^2\theta}{\varepsilon_z(\omega)}.$$

At $\theta=90^\circ$ this wave gives $n^2=\varepsilon_z(\omega)=3.08$. This is the bulk wave. A wave guided along a 10 nm film in air lies mostly outside the film and has a squared effective index of only 1.001; the value reaches 3.02 at a thickness of 1 µm. The direction is now right, but the frequency is not: the result is still 9% below the static value 3.38. An optical determination of the capacitor value thus needs two more steps. The electronic response must be extrapolated to low frequency, which takes 3.08 to $\varepsilon_\infty=3.0$ here, and the normal lattice response must be included, for example through the TO and LO frequencies. Multiplying 3.08 directly by $(103/97)^2$ would give 3.47, which is 2.6% too high.

If absorption is appreciable, the index becomes $n+i\kappa$, and its square is the complex in-plane permittivity. The real part is then $n^2-\kappa^2$. In that case $n^2$ alone does not even give the real in-plane permittivity.

## Reading the numbers for a real film

The parameters are in the rough range of hBN: its visible in-plane index is a little above 2, and its static normal permittivity is roughly 3 to 4. The 40% excess belongs to the chosen inputs and is not a measured constant. In particular, strong in-plane absorption in hBN begins near 6 eV, below the model resonance. Lowering the in-plane resonance from 10 to 7.5 eV, with the other inputs fixed, would raise $n^2$ to 4.85 and the excess to 43%. The electronic permittivities matter more: the pair 4.87 and 2.95 gives 51%, and the pair 4.34 and 3.26 with a 7.6 eV resonance gives 24%. Real devices can break the assumption of perfect contact. A vacuum gap of total thickness $g$ is in series with the film, and its voltage adds to that of the film. At equal $D$, the apparent permittivity of the whole stack is

$$\varepsilon_{\rm app}=\frac{d+g}{d/\varepsilon_z(0)+g}.$$

For an assumed gap of 0.1 nm,

$$\varepsilon_{\rm app}=\frac{10.1}{10/3.383+0.1}=3.305,$$

which is 2.3% below the film value. This permittivity refers to the total thickness $d+g$. The capacitance itself falls by 3.3% from that of the film without a gap, and so does the permittivity inferred with $d$ alone. For $g\ll d/\varepsilon_z(0)$, expansion to first order gives a relative change of $-[\varepsilon_z(0)-1]g/d$ in $\varepsilon_{\rm app}$ and $-\varepsilon_z(0)g/d$ in the capacitance. The same gap therefore matters more in a thinner film. A thickness error of one layer, taken as 0.33 nm, is 3.3% of this film. In a film of a few layers, both the thickness and the use of a local bulk permittivity need separate justification.

Edge fields are smaller here. With the film and the lower plate extending beyond the upper plate, the numerical field solution gives an added width of $0.605d$ at each edge from the field inside the film. Four edges increase the capacitance by

$$4(0.605)\frac{10\ \mathrm{nm}}{10\,000\ \mathrm{nm}}=0.24\%.$$

This calculation ignores the field above the film. A separate estimate, treating the electrode as a strip over a ground plane in air, gives roughly another 0.3%.

A focused optical beam has another error. Let $q=n\sin\theta$ be the transverse wavevector divided by $\omega/c$; it is conserved at the flat surfaces. Multiplying the oblique-wave formula by $n^2$ gives

$$\frac{k_z^2}{\varepsilon_x}+\frac{q^2}{\varepsilon_z}=1,$$

where $k_z$ is also measured in units of $\omega/c$. An isotropic analysis that measures $k_z$ itself, for example from the fringe positions of a film thick enough to show them (about 150 nm or more here), would infer

$$k_z^2+q^2=\varepsilon_x-q^2\left(\frac{\varepsilon_x}{\varepsilon_z}-1\right).$$

At the edge of a numerical aperture of 0.5, $q=0.5$, and the shift is $-0.25(4.730/3.079-1)=-0.134$, or about 3% of $n^2$. It applies to the polarization with $\mathbf E$ in the plane of incidence. A 10 nm film shows no fringes, and there the shift depends on what is fitted: at $q=0.5$ an isotropic fit to the reflectance gives about $+0.04$ for a free-standing film and $+0.06$ on silica, while a fit to the transmitted phase gives about $-0.04$ and $-0.05$. The other polarization has $n^2=\varepsilon_x$ and no such shift.

At 300 K the mean thermal occupation of the normal TO mode is 0.024. In a harmonic lattice this occupation does not alter the linear response, because the average displacement obeys the driven-oscillator equation above. Anharmonicity can change the frequency. If the TO energy fell by 1%, with the ionic charge, mass and $\varepsilon_\infty$ fixed, $S_z$ would vary as $1/\omega_{TO}^2$ and rise by

$$0.383\left(\frac1{0.99^2}-1\right)=0.008.$$

This is about 0.2% of $\varepsilon_z(0)$. The 1% softening is an assumed change, not a prediction for this temperature.

A measuring bias of 0.1 V gives a field of 0.1 MV/cm, compared with a rough breakdown field of 10 MV/cm. For an assumed 3 eV barrier and an electron mass of half the free mass, direct tunnelling is below $10^{-40}$ of the capacitive current at 10 kHz, negligible for this measurement. At 300 K the thermally excited current near and over the barrier top is larger, a few times $10^{-41}$ of the capacitive current. These exponents depend strongly on the assumed inputs: a 1.5 eV barrier raises the total to about $10^{-15}$, and a mass of 0.26 with the 3 eV barrier to about $10^{-29}$, both still negligible. Defect leakage, contamination and electrode screening are outside the model and could matter in a device. The numerical output lists the inputs and results.

## Values computed for the example and the checks

```
INPUTS (rough hBN-like model)
in-plane electronic permittivity: 4.6
in-plane electronic resonance: 10 eV
in-plane TO energy: 170 meV
in-plane LO energy: 200 meV
normal electronic permittivity: 3
normal electronic resonance: 10 eV
normal TO energy: 97 meV
normal LO energy: 103 meV
wavelength: 633 nm
film thickness: 10 nm
square plate side: 10 um
capacitor frequency: 10 kHz
temperature: 300 K
bias: 0.1 V
RESULTS
photon energy: 1.959 eV
ion response at photon/static, in-plane: -0.00759
ion response at photon/static, normal: -0.002459
normal-incidence index n: 2.175
n squared = in-plane optical eps: 4.73
in-plane static eps: 6.367
normal optical eps: 3.079
normal static eps: 3.383
LO/TO ratio, normal: 1.062
LO/TO ratio for accidental agreement: 1.256
correct capacitance: 0.2995 uF/cm2
capacitance from n squared: 0.4188 uF/cm2
capacitance overestimate: 39.84 %
false thickness from true capacitance: 13.98 nm
NEGLECTED EFFECTS
edge width computed / thickness: 0.6053
edge width formula / thickness: 0.6054
film edge addition to capacitance: 0.24 %
air edge addition, estimate: 0.34 %
assumed residual gap: 0.1 nm
apparent eps with gap: 3.305
gap change in eps: -2.3 %
assumed layer spacing: 0.33 nm
one-layer thickness error: 3.3 %
numerical aperture: 0.5
shift of inferred n squared at aperture edge: -0.1341
thermal phonon number, normal TO: 0.024
eps shift for 1% TO softening: 0.0078
tunnel barrier: 3 eV
tunnel mass / electron mass: 0.5
electrode kinetic energy: 5 eV
log10 tunnel transmission: -53.47
log10 tunnel/capacitive current: -40.8
applied field: 0.1 MV/cm
rough breakdown field: 10 MV/cm
```
